# Why dH/dk is not the velocity in a localized basis

**Comment on the calculation of the polarizability of an s-p lattice**

The manuscript computes the static polarizability of a chain of atoms, each with a filled s level and an empty p level, in a basis of localized orbitals. Its argument has three steps.

1. The response of an insulator to a uniform field needs the velocity between occupied and empty Bloch states.
2. The velocity is the derivative of the Hamiltonian with respect to $k$, so the program differentiates its matrix $H(k)$.
3. When the atoms are far apart, $H(k)$ no longer depends on $k$. The velocity vanishes and so does the polarizability. The authors find this reasonable, because electrons can no longer pass from atom to atom.

The conclusion cannot stand. A field mixes some p into the s state of a single atom and shifts its charge to one side, with no help from neighbours. A lattice of such atoms placed far apart must have the polarizability of the free atom, per atom. Which step fails, and what should replace it?

I use Hartree atomic units ($\hbar=m_e=e=1$, electron charge $-1$) and one dimension. The electrons are independent and move in a fixed periodic potential, and each band state holds two of them. The orbitals are real and do not change with the field.

## What is correct in step 2

Write a Bloch state as $\psi_{nk}=e^{ikx}u_{nk}$, with $u_{nk}$ periodic in the cell. Then $u_{nk}$ is an eigenfunction of $\hat H_k=e^{-ikx}\hat He^{ikx}$, and

$$\partial_k\hat H_k=e^{-ikx}(-ix\hat H+i\hat Hx)e^{ikx}=e^{-ikx}\,i[\hat H,x]\,e^{ikx}.$$

Since $i[\hat H,x]$ is the rate of change of $x$, the derivative of the *operator* is the velocity. In plane waves the functions $e^{iGx}$ that expand $u_{nk}$ do not depend on $k$, so the derivative of the matrix is the matrix of the derivative. There step 2 is sound.

Localized orbitals $\phi_\nu$, centred at $X_\nu+R$ in the cell at $R$, give the cell-periodic basis functions

$$\chi_{\nu k}(x)=\sum_R e^{-ik(x-X_\nu-R)}\,\phi_\nu(x-X_\nu-R),$$

and these do depend on $k$. With $H_{\mu\nu}=\langle\chi_\mu|\hat H_k|\chi_\nu\rangle$, integrated over one cell, the product rule gives

$$\partial_kH_{\mu\nu}=\langle\chi_\mu|\partial_k\hat H_k|\chi_\nu\rangle+\langle\partial_k\chi_\mu|\hat H_k|\chi_\nu\rangle+\langle\chi_\mu|\hat H_k|\partial_k\chi_\nu\rangle .$$

The manuscript identifies the left side with the first term on the right.

The isolated atom shows what this costs. Put the atom at the origin, let s and p be its eigenfunctions, and define $d=\langle s|x|p\rangle$. Then $\chi_s=e^{-ikx}s$ and $\partial_k\chi_s=-ix\chi_s$, and likewise for p. For $\mu=s$, $\nu=p$ the three terms are

$$i(E_s-E_p)d,\qquad +iE_pd,\qquad -iE_sd .$$

The first is the matrix element of $i[\hat H,x]$. In the second, $\hat H_k$ acts on $\chi_p$, and the factor $-i$ in the bra is conjugated to $+i$. In the third, $\hat H_k$ acts to the left on $\chi_s$. The sum is zero. The velocity is present, and the motion of the basis functions with $k$ cancels it.

## The velocity that belongs to the basis

**Overlap and dipole matrices.** Let $S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle$ and $A_{\mu\nu}=\langle\chi_\mu|i\partial_k\chi_\nu\rangle$. Differentiating the phase in $\chi_\nu$ brings down the distance from the ket's centre:

$$A_{\mu\nu}=\sum_Re^{ik(X_\nu+R-X_\mu)}\int\phi_\mu(x-X_\mu)\,(x-X_\nu-R)\,\phi_\nu(x-X_\nu-R)\,dx .$$

The product rule for $S$ gives

$$i\partial_kS_{\mu\nu}=i\langle\partial_k\chi_\mu|\chi_\nu\rangle+\langle\chi_\mu|i\partial_k\chi_\nu\rangle .$$

Because $\langle i\partial_k\chi_\mu|\chi_\nu\rangle=-i\langle\partial_k\chi_\mu|\chi_\nu\rangle$, the first term is $-(A^\dagger)_{\mu\nu}$. Hence

$$i\partial_kS=A-A^\dagger,\qquad A=D+\tfrac i2\partial_kS,\qquad D=\tfrac12(A+A^\dagger).$$

In $A^\dagger$ the distance is measured from the bra's centre, so in $D$ it is measured from the midpoint of the two centres.

**Position between bands.** Take a packet $\Psi=\int f(k)\psi_{nk}\,dk$ over the Brillouin zone, with $f$ and $\psi_{nk}$ periodic in $k$. Since $xe^{ikx}=-i\partial_ke^{ikx}$, integration by parts gives

$$x\Psi=\int e^{ikx}\,i\partial_k(fu_{nk})\,dk=\int\left[(i\partial_kf)\,\psi_{nk}+f\,e^{ikx}\,i\partial_ku_{nk}\right]dk ;$$

the boundary terms cancel by periodicity. The first part stays in band $n$. The component in another band $m$ is $f$ times

$$x_{mn}=\langle u_m|i\partial_ku_n\rangle .$$

Now insert $u_n=\sum_\nu\chi_\nu c_{\nu n}$, where $Hc_n=E_nSc_n$ and $c_m^\dagger Sc_n=\delta_{mn}$. Both factors depend on $k$:

$$x_{mn}=i\,c_m^\dagger S\,\partial_kc_n+c_m^\dagger A\,c_n .$$

**Derivative of the coefficients.** Differentiate $(H-E_nS)c_n=0$ and multiply from the left by $c_m^\dagger$, using $c_m^\dagger H=E_mc_m^\dagger S$:

$$c_m^\dagger(\partial_kH-E_n\partial_kS)c_n-\partial_kE_n\,\delta_{mn}+(E_m-E_n)\,c_m^\dagger S\,\partial_kc_n=0 .$$

For $m=n$ this is the band slope, $\partial_kE_n=c_n^\dagger(\partial_kH-E_n\partial_kS)c_n$. For $m\neq n$ it gives

$$c_m^\dagger S\,\partial_kc_n=-\frac{c_m^\dagger(\partial_kH-E_n\partial_kS)c_n}{E_m-E_n}.$$

**Assembly.** Between stationary states the rate of change of $x$ is $v_{mn}=i(E_m-E_n)x_{mn}$. In the first part of $x_{mn}$ the factors $i\cdot i\cdot(-1)$ multiply to $+1$ and the energy difference cancels:

$$v_{mn}=c_m^\dagger(\partial_kH-E_n\partial_kS)c_n+i(E_m-E_n)\,c_m^\dagger A\,c_n .$$

Replacing $A$ by $D+\tfrac i2\partial_kS$ adds $-\tfrac12(E_m-E_n)$ to the coefficient $-E_n$ of $\partial_kS$. The result is

$$v_{mn}=c_m^\dagger\left[\partial_kH-\tfrac12(E_m+E_n)\,\partial_kS+i(E_m-E_n)\,D\right]c_n .$$

For $m=n$ it reduces to the band slope. The manuscript keeps the first of the three terms.

Orthogonalizing the s and p orbitals, with the phases still attached to the atoms, would not rescue the argument. It removes $\partial_kS$, but $D$ remains. In an orthogonal set, $\partial_kH$ is sufficient when $D$ has no elements between filled and empty bands. One special set achieves this: orbitals that diagonalize position within the space of the basis, each with its phase attached to its own mean position. Then $D=0$. For a separated atom these are the hybrids $(s\pm p)/\sqrt2$, centred at $\pm d$ from the nucleus. The dipole has moved into the centres, and $H(k)$ depends on $k$ through the distance between them.

## The response and the separated-atom limit

Let $\rho_0$ be the density matrix of the filled band for one spin. A field $F$ adds $Fx$ to the energy of an electron. To first order, stationarity requires $[\hat H,\rho_1]+F[x,\rho_0]=0$. The part of $x$ that differentiates with respect to $k$ inside a band commutes with $\rho_0$, because a filled band has the same occupation at every $k$. Between the filled band $0$ and an empty band $m$ there remains

$$(E_m-E_0)\,\rho_{1,m0}=-F\,x_{m0}.$$

This is the Sternheimer equation of density functional perturbation theory written in eigenstates, without the self-consistent change of the potential. The induced dipole per cell, with charge $-1$ and two spins, is

$$-2\Big\langle\sum_m(x_{0m}\rho_{1,m0}+\text{c.c.})\Big\rangle_k=4F\Big\langle\sum_m\frac{|x_{m0}|^2}{E_m-E_0}\Big\rangle_k ,$$

where $\langle\dots\rangle_k$ averages over the Brillouin zone. Dividing by $F$ and using $|x_{m0}|=|v_{m0}|/(E_m-E_0)$,

$$\alpha=4\Big\langle\sum_m\frac{|v_{m0}|^2}{(E_m-E_0)^3}\Big\rangle_k .$$

A self-consistent calculation would not repair the manuscript's zero. The induced potential is linear in $\rho_1$, so if the source $x_{m0}$ is set to zero, $\rho_1=0$ solves the self-consistent equation too.

For well-separated atoms with one s and one p orbital, $S$ is the unit matrix and $H$ is diagonal with entries $E_s,E_p$. Both derivatives vanish. The matrix $D$ keeps its on-site element $d$, so

$$v_{ps}=i(E_p-E_s)\,d,\qquad \alpha=\frac{4d^2}{E_p-E_s}.$$

This is the free-atom result in the two-level basis. The missing piece is the dipole inside the atom. Restoring the overlap derivative alone would leave the polarizability at zero, since that term vanishes in the same limit.

The authors' physical picture confuses transport with displacement. Without hopping the bands are flat and no electron travels along the chain, which is what $\partial_kE_n=0$ says. The element $v_{ps}$ describes charge moving back and forth within an atom, and the static field turns that freedom into a fixed displacement.

**Weak overlap.** Consider one atom per cell, spacing $a$, and integrals between nearest neighbours. Reflection reverses the sign of the s-p integrals of $\hat H$ and of the overlap when the neighbour moves from right to left. Call their right-hand values $h$ and $\sigma$. Then

$$H_{sp}=2ih\sin ka,\qquad S_{sp}=2i\sigma\sin ka .$$

The midpoint dipole contains an additional odd factor, so its neighbour value $\delta$ is the same on both sides and $D_{sp}=d+2\delta\cos ka$. To first order in the neighbour integrals, $\partial_kH$ alone gives $v_{sp}=2iah\cos ka$. The average of $\cos^2ka$ is $\tfrac12$, so to leading order

$$\alpha_{\text{bare}}\simeq\frac{8a^2h^2}{(E_p-E_s)^3}.$$

It is quadratic in an integral that dies out with distance. In the complete formula the first-order corrections to the velocity, the energies and the normalization all vary as $\cos ka$ and average to zero. The neighbour integrals therefore move it away from the atomic value only at second order. A neighbour's potential also shifts the on-site energies. That shift involves the p density at the neighbour, so it dies out at the same exponential rate as the squared neighbour integrals and cannot be neglected beside them. In the chain computed below it accounts for about nine tenths of the departure at 8 bohr.

## The bare derivative has no definite value

The manuscript's expression depends on choices that have no physical content. The first one below matters only when orbitals overlap. The second can matter even for orthogonal orbitals, if $H$ connects different atoms.

*Energy zero.* Adding a constant $C$ to the potential changes $H$ to $H+CS$ and each $E_n$ to $E_n+C$. The bare velocity changes by $C\,c_m^\dagger\partial_kS\,c_n$. In the complete formula this is cancelled by the change $-\tfrac12(2C)\,\partial_kS$ of the second term.

*Bloch phase.* With several atoms in the cell one may attach the phase to the cell, $e^{ikR}$, instead of to the atom, $e^{ik(R+X_\nu)}$. The new functions are $e^{-ikX_\nu}\chi_\nu$. Let $X$ be the diagonal matrix of the $X_\nu$ and $U=e^{-ikX}$. Then

$$H'=U^\dagger HU,\qquad c_n'=U^\dagger c_n,\qquad \partial_kH'=U^\dagger\left[\partial_kH+i(XH-HX)\right]U .$$

The bare element changes by

$$i\,c_m^\dagger(XH-HX)c_n=i\,c_m^\dagger(E_nXS-E_mSX)c_n .$$

In the form of $v_{mn}$ that contains $A$, two more terms change. The overlap term contributes $-iE_n(XS-SX)$. Since $A'=U^\dagger(A+SX)U$, the dipole term contributes $i(E_m-E_n)SX$. The terms in $XS$ cancel, and those in $SX$ have the coefficient $i(-E_m+E_n+E_m-E_n)=0$.

## A chain that can be computed

Take Gaussian wells of depth $1.5$ hartree and width parameter $1.5$ bohr, $V(x)=-1.5\,e^{-x^2/(2\cdot1.5^2)}$, repeated at spacing $a$. The basis consists of the lowest even (s) and odd (p) eigenfunctions of a single well, found by diagonalization on a grid. They have

$$E_s=-1.1337,\qquad E_p=-0.4980,\qquad E_p-E_s=0.6357\ \text{hartree},\qquad d=0.8794\ \text{bohr}.$$

The separated-atom value is therefore

$$\alpha=\frac{4(0.8794)^2}{0.6357}=4.866\ \text{a.u.},$$

which is $8.023\times10^{-41}\ \mathrm{C^2\,m^2/J}$. Summing over all states of the grid instead of p alone gives $4.884$, so the two-level atom is low by $0.4\%$ of that value.

For the chain, the integrals were done by quadrature and the matrices diagonalized over the Brillouin zone. The polarizability per atom, in atomic units, is:

| Velocity used | 5 bohr | 6 bohr | 8 bohr | 20 bohr |
|---|---|---|---|---|
| $\partial_kH$ | 43.1 | 6.54 | 0.207 | $5\times10^{-11}$ |
| $\partial_kH$, $\partial_kS$ | 4.94 | 0.757 | 0.020 | $4\times10^{-12}$ |
| $\partial_kH$, $D$ | 44.9 | 10.5 | 5.01 | 4.866 |
| all terms, on-site $D$ | 10.8 | 5.75 | 4.886 | 4.866 |
| complete | 8.94 | 5.46 | 4.881 | 4.866 |
| momentum matrix | 10.06 | 5.91 | 4.903 | 4.866 |
| plane waves | 9.74 | 5.72 | 4.905 | 4.884 |

The complete formula can be compared with a calculation that uses no $k$ at all. A finite open chain in the same basis was placed in a weak real field and diagonalized, and its induced dipole was read off. The difference between two chain lengths, divided by the number of added atoms, removes the contribution of the ends. It gives $8.935$, $5.459$, $4.881$ and $4.866$ at the four spacings, in agreement with the complete formula to the digits shown.

At 20 bohr the first two rows are zero for practical purposes, and the on-site dipole supplies the whole answer. At 5 bohr the neighbour overlaps are $0.033$ (ss), $-0.131$ (sp) and $-0.247$ (pp), and every term matters. The bare derivative is then too large by a factor $43.1/8.94=4.8$. So the error is not always an underestimate, and between these regimes it can look harmless: at 6 bohr the bare value is $20\%$ above the complete one. That nearness is an accident of the spacing, as the neighbouring columns show.

The arbitrariness derived above is also large at 5 bohr. Adding the constant $C=0.5$ hartree to the potential changes the bare result from $43.1$ to $17.3$. Describing the same chain with two atoms per cell and cell phases changes it to $79.8$. The complete formula gives $8.94$ each time.

The overlap derivative can be seen separately in the band slope. For the upper band at $a=5$ bohr and $k=0.3\ \mathrm{bohr}^{-1}$, numerical differentiation of the energy gives $-0.922$ hartree bohr. The slope formula with $\partial_kS$ gives the same, and $\partial_kH$ alone gives $-2.481$.

## Momentum as a substitute, and the limits of the formula

The authors may prefer to replace $\partial_kH$ by the matrix of the momentum operator. For a local potential $i[\hat H,x]$ is the momentum, and at 20 bohr this choice works, because the two orbitals are exact eigenfunctions of the single well. With approximate atomic orbitals the momentum matrix and the dipole generally give different polarizabilities, even for separated atoms. The reason is that the momentum matrix answers a different question. Differentiating $(\hat H_k-E_n)u_n=0$ and projecting on $u_m$ gives

$$\langle u_m|\partial_k\hat H_k|u_n\rangle=-(E_m-E_n)\langle u_m|\partial_ku_n\rangle=i(E_m-E_n)\,x_{mn},$$

provided that $u_m$ and $u_n$ are eigenfunctions of the operator $\hat H_k$ itself. States from a finite basis are eigenvectors of a matrix. Localized basis functions change with $k$, so $\partial_ku_n$ generally leaves their span, and the step fails. A finite set of plane waves that is kept fixed as $k$ varies does not have this problem. At 5 bohr the momentum matrix gives $10.06$, which is $13\%$ above the field response of the same basis.

The plane-wave row, which includes many bands, shows what the two orbitals leave out. At 5 bohr the complete formula lies $8\%$ below it. The momentum value is $3\%$ above it, and it is the closer of the two at 6 and 8 bohr as well. I have no derivation that would make this a rule. The complete formula gives the response of the chosen basis, and its remaining error is that of the basis. An extreme case is a basis of s orbitals alone: for separated atoms the complete formula then gives zero, because no p state is available to be mixed in.

With a nonlocal pseudopotential $\hat V_{\rm nl}$ the velocity is $p+i[\hat V_{\rm nl},x]$, and the momentum matrix lacks the second part. The complete formula needs no new term. Its derivation used the matrix $H$, which already contains $\hat V_{\rm nl}$, and never assumed that the potential is local.

The polarizability formula requires a gap between filled and empty bands. It also omits the fields that polarized atoms exert on one another and any change of the orbitals with the applied field.

## Recommendation

The zero at large separation should be withdrawn, together with its explanation. The results at smaller spacings need recalculation as well, since there the bare derivative depends on the energy zero. The program needs two further matrices, $\partial_kS$ and $D$. The first follows from overlaps it already has, and the second requires the dipole integrals between its orbitals.
